\section*{Barrett's Susceptibility and the Quantum Threshold for Ferroelectric Order}

\section*{The model}

Each cell $i$ of a crystal carries one polar coordinate $x_i$ with momentum $p_i$, mass $m$ and charge $Z$. The Hamiltonian is
\begin{equation}
H=\sum_i\Big[\frac{p_i^2}{2m}+\frac k2x_i^2+\frac b4x_i^4-ZEx_i\Big]-\frac12\sum_{i\ne j}v_{ij}x_ix_j .
\end{equation}
Here $b>0$, $J=\sum_jv_{ij}$, and $0<k<J$: a single site is stable, but the coupling exceeds its harmonic stiffness. $E$ is the macroscopic field; dipolar local fields are contained in $v_{ij}$. The cell volume is $v$, the polarization is $P=Z\langle x\rangle/v$, and $\chi=P/(\varepsilon_0E)$ as $E\to0$ is the contribution of this mode alone. Only uniform order is considered.

\section*{(a) Mean-field equations}

\emph{Take as trial state a product of thermal harmonic oscillators of mass $m$ and stiffness $K$, centred at $\bar x$. Find the equations for $K$ and $\bar x$, and the susceptibility.}

\textbf{Solution.} For any density matrix $\rho$, let $F[\rho]=\mathrm{Tr}\,\rho H+k_BT\,\mathrm{Tr}\,\rho\ln\rho$. This is never below the true free energy $F$. To see it, let $\rho$ have eigenvalues $p_\alpha$, let $e^{-H/k_BT}/\mathcal Z$ have eigenvalues $q_\beta$, and let $w_{\alpha\beta}$ be the squared overlaps of their eigenvectors. Then
\begin{equation}
\frac{F[\rho]-F}{k_BT}=\sum_{\alpha\beta}w_{\alpha\beta}\,p_\alpha\ln\frac{p_\alpha}{q_\beta}\ \ge\ \sum_{\alpha\beta}w_{\alpha\beta}(p_\alpha-q_\beta)=0,
\end{equation}
because $\ln y\ge1-1/y$. The best trial state therefore minimizes $F[\rho]$.

Write $x=\bar x+u$ and $\omega=\sqrt{K/m}$. In level $n$, $u=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)$ and
\begin{equation}
(a+a^\dagger)^2|n\rangle=\sqrt{n(n-1)}\,|n{-}2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n{+}2\rangle .
\end{equation}
The middle coefficient gives $\langle u^2\rangle_n=(\hbar/2m\omega)(2n+1)$. The squared norm gives $\langle u^4\rangle_n=(\hbar/2m\omega)^2(6n^2+6n+3)$. Thermal occupation is geometric, so $\langle n^2\rangle=2\bar n^2+\bar n$, and the average of $6n^2+6n+3$ is $3(2\bar n+1)^2$. With $2\bar n+1=\coth(\hbar\omega/2k_BT)$,
\begin{equation}
\langle u^2\rangle=\sigma(K,T)=\frac{\hbar}{2\sqrt{mK}}\coth\frac{\hbar\omega}{2k_BT},\qquad \langle u^4\rangle=3\sigma^2 .
\end{equation}
Odd moments vanish by symmetry.

The oscillator free energy is $f_0=k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$. Removing its potential energy $K\sigma/2$ leaves the kinetic and entropy terms. Adding the actual potential, with $\langle x_ix_j\rangle=\bar x^2$ in a product state, gives per site
\begin{equation}
f=f_0-\frac{K\sigma}2+\frac k2(\bar x^2+\sigma)+\frac b4(\bar x^4+6\bar x^2\sigma+3\sigma^2)-\frac J2\bar x^2-ZE\bar x .
\end{equation}
Since $d\omega/dK=1/(2m\omega)$, we have $\partial f_0/\partial K=\sigma/2$. This cancels the term $-\sigma/2$ from differentiating $-K\sigma/2$. With $\sigma'=\partial\sigma/\partial K$,
\begin{equation}
\frac{\partial f}{\partial K}=\frac{\sigma'}2\big[k+3b(\bar x^2+\sigma)-K\big].
\end{equation}
The partial-fraction series $\coth z=\sum_n z/(z^2+\pi^2n^2)$, over all integers $n$, turns the variance into
\begin{equation}
\sigma(K,T)=k_BT\sum_{n=-\infty}^{\infty}\frac1{K+m\nu_n^2},\qquad \nu_n=\frac{2\pi nk_BT}{\hbar}.
\end{equation}
Each term falls with $K$ and is convex, so $\sigma'<0$ and $|\sigma'|$ falls with $K$. Hence $K-k-3b(\bar x^2+\sigma)$ rises steadily with $K$ and has one zero, which is the minimum of $f$:
\begin{equation}
K=k+3b\big[\bar x^2+\sigma(K,T)\big].\label{eq:K}
\end{equation}
Stationarity in $\bar x$ reads $\bar x(k+b\bar x^2+3b\sigma-J)=ZE$. Replacing $k+3b\sigma$ by $K-3b\bar x^2$ gives
\begin{equation}
\bar x\,(K-J-2b\bar x^2)=ZE .\label{eq:x}
\end{equation}
Let $K_0$ be the solution of (\ref{eq:K}) at $\bar x=0$. For a weak field $\bar x=ZE/(K_0-J)$, so
\begin{equation}
\chi_G=\frac{Z^2}{v\varepsilon_0(K_0-J)} .\label{eq:chiG}
\end{equation}
The subscript marks the Gaussian trial state. Fluctuations stiffen the site from $k$ to $K_0$, while the coupling softens the uniform response by $J$.

\section*{(b) Stability of the nonpolar state}

\emph{When is $\bar x=0$ locally stable? Express the answer through two temperatures, one of which contains the mass.}

\textbf{Solution.} At $E=0$, the slope of $f$ minimized over $K$ is the left side of (\ref{eq:x}). Its curvature at $\bar x=0$ is thus $K_0-J$, and stability requires $K_0>J$. Since $K-k-3b\sigma(K,T)$ rises with $K$ and vanishes at $K_0$, this is equivalent to a negative value at $K=J$:
\begin{equation}
J-k<3b\,\sigma(J,T).
\end{equation}
$K_0$ itself has dropped out. Define $\Omega=\sqrt{J/m}$ and $k_BT_1=\hbar\Omega$. Then $\hbar/\sqrt{mJ}=\hbar\Omega/J=k_BT_1/J$, and
\begin{equation}
\sigma(J,T)=\frac{k_B}{J}\theta(T),\qquad \theta(T)=\frac{T_1}2\coth\frac{T_1}{2T}.\label{eq:theta}
\end{equation}
The condition becomes
\begin{equation}
\theta(T)>T_0,\qquad k_BT_0=\frac{J(J-k)}{3b}.\label{eq:stab}
\end{equation}

For $T\gg T_1$, $\coth z\simeq1/z+z/3$ gives $\theta\simeq T+T_1^2/(12T)$. In the classical limit $m\to\infty$, $T_1\to0$ and $\theta=T$, so instability sets in at $T_0$. For $k>J/2$ this makes $T_0$ the classical Curie temperature of the Gaussian theory; for smaller $k$ that theory orders by a jump above $T_0$, as (d) explains. For $T\ll T_1$, $\theta\simeq(T_1/2)(1+2e^{-T_1/T})$: the fluctuations do not fall below their zero-point value. The nonpolar state is then stable down to $T=0$ if
\begin{equation}
T_1>2T_0 .
\end{equation}

\section*{(c) The susceptibility in closed form}

\emph{Equation (\ref{eq:K}) is implicit. Find an explicit approximation to $\chi(T)$ for $K_0$ close to $J$, and bound its error relative to $\chi_G$.}

\textbf{Solution.} At $\bar x=0$, (\ref{eq:K}) gives $K_0-J=k-J+3b\sigma(K_0,T)$. Near the instability $K_0$ is close to $J$. Freezing the stiffness inside $\sigma$ at $J$ and using (\ref{eq:theta}) and (\ref{eq:stab}),
\begin{equation}
K_0-J\simeq\frac{3bk_B}{J}(\theta-T_0).
\end{equation}
Insertion in (\ref{eq:chiG}) yields Barrett's formula:
\begin{equation}
\chi_B=\frac{C}{\dfrac{T_1}2\coth\dfrac{T_1}{2T}-T_0},\qquad C=\frac{Z^2J}{3bk_Bv\varepsilon_0}.\label{eq:B}
\end{equation}

For the error, put $r=K_0-J>0$ and $A=3bk_B/J$. Without approximation,
\begin{equation}
r=A(\theta-T_0)-3b\,[\sigma(J,T)-\sigma(K_0,T)] .
\end{equation}
As $\sigma$ is decreasing and convex, the last bracket lies between $0$ and $|\sigma'(J,T)|\,r$. With $s=3b|\sigma'(J,T)|$ this means $A(\theta-T_0)/(1+s)\le r\le A(\theta-T_0)$, or
\begin{equation}
\chi_B\le\chi_G\le(1+s)\,\chi_B .\label{eq:bound}
\end{equation}
Freezing leaves the temperature of the instability unchanged but lowers the magnitude of $\chi$. As $r\to0$ the bracket approaches $|\sigma'(J,T)|\,r$, so $\chi_G/\chi_B$ tends to $1+s$ at the instability, not to 1. Barrett's formula is close to $\chi_G$ when $s\ll1$. At $T=0$, $\sigma\propto K^{-1/2}$; in the classical range, $\sigma=k_BT/K$. Using $3b\sigma(J,T)=(J-k)\theta/T_0$,
\begin{equation}
s(0)=\frac{J-k}{J}\,\frac{T_1}{4T_0},\qquad s(T\gg T_1)\simeq\frac{J-k}{J}\,\frac{T}{T_0}.
\end{equation}
The Curie--Weiss law $\chi\simeq C/(T-T_0)$ thus needs the window $T_1\ll T\ll T_0J/(J-k)$ and, close to $T_0$, also $T-T_0\gg T_1^2/(12T)$, so that the quantum shift of $\theta$ does not matter. Far above the upper edge of the window, the classical form of (\ref{eq:K}), $K_0=k+3bk_BT/K_0$, gives $K_0\simeq\sqrt{3bk_BT}$, and this model's $\chi_G$ falls only as $T^{-1/2}$.

\section*{(d) Can order survive elsewhere?}

\emph{Local stability does not exclude a polar state at finite $\bar x$. Decide whether one exists for $T_1\ge2T_0$, and describe what happens for $T_1<2T_0$.}

\textbf{Solution.} At $E=0$ a polar solution of (\ref{eq:x}) needs $h=K-J-2b\bar x^2=0$ with $\bar x\ne0$. From (\ref{eq:K}), $2b\bar x^2=\tfrac23[K-k-3b\sigma(K,T)]$, so
\begin{equation}
h(K,T)=\frac K3+\frac{2k}3-J+2b\,\sigma(K,T),\qquad K>K_0(T)\ \text{for}\ \bar x\neq0 .
\end{equation}
Its slope is $\partial h/\partial K=(1-2s_K)/3$, with $s_K=3b|\sigma'(K,T)|$.

Start at $T=0$, where $|\sigma'|=\sigma/(2K)$. At $K_0$, $3b\sigma=K_0-k$, hence
\begin{equation}
s_{K_0}=\frac{K_0-k}{2K_0}<\frac12\quad\text{for }k>0 .
\end{equation}
For larger $K$, $s_K$ is smaller still, so $h$ rises from $h(K_0,0)=K_0-J$. This starting value is non-negative when $T_1\ge2T_0$, and $h>0$ for every $\bar x\ne0$.

On heating, $\sigma$ at fixed $K$ grows, so $h(K,T)\ge h(K,0)$. $K_0(T)$ grows too, so the allowed range of $K$ shrinks, and $h$ stays positive. Since $\partial f/\partial\bar x=\bar xh$, the free energy rises away from $\bar x=0$. Within the Gaussian theory with $k>0$, no uniform polar state exists at any temperature if $T_1\ge2T_0$.

For $T_1<2T_0$ the nonpolar state is unstable at low temperature. Setting $\theta(T_c)=T_0$ gives $\tanh(T_1/2T_c)=T_1/2T_0$, or
\begin{equation}
T_c=\frac{T_1}{2\,\mathrm{artanh}(T_1/2T_0)} .
\end{equation}
If $s(T_c)<\tfrac12$, $h$ rises from zero at $T_c$, and the heating argument excludes polar states above $T_c$. If $s(T_c)>\tfrac12$, $h$ first falls below zero, so a polar state already has the lower free energy at $T_c$, and the Gaussian theory orders by a jump at a higher temperature. As $T_1\to2T_0$ from below, $\mathrm{artanh}\,y\simeq\tfrac12\ln[2/(1-y)]$ shows that $T_c$ vanishes logarithmically.

The cause can be isolated by changing the mass while holding the potential fixed. $T_0$ contains no mass, whereas $T_1\propto m^{-1/2}$. A mass larger by more than the factor $(T_1/2T_0)^2$ restores order, although the forces are the same. What prevented order was therefore the zero-point motion, which stiffens the site through the quartic term.

These statements were tested by minimizing $f$ over $K$ on a grid of $\bar x$ from 0 to $2\ell$, in steps of $0.05\,\ell$, with $\ell=\sqrt{\hbar/m\Omega}$. For $(J-k)/J=0.25$ and $T_1/T_0=2.1$ the minimum was at $\bar x=0$ for $T/T_1=0.02$, $0.3$ and $1$. For $T_1/T_0=1.9$ and $T/T_1=0.02$ it was at $0.30\,\ell$. For $T_0/T_1=0.8$ the formula gives $T_c=0.682\,T_1$; the scan found order at $0.95\,T_c$ and none at $1.05\,T_c$.

The condition $k>0$ matters within the Gaussian theory. A double-well site has $s_{K_0}>\tfrac12$ at $T=0$, and $h$ first falls with $\bar x$. With $k=-0.5J$, $T_1/T_0=2.02$ and $T/T_1=0.02$, the scan found a polar minimum at $0.55\,\ell$. This marks a limit of the Gaussian exclusion; it does not show that double-well sites order by a jump when the Gaussian restriction is dropped.

\section*{(e) Numbers in the regime of strontium titanate}

\emph{Take the rough values $T_1=80$ K, $T_0=36$ K, $C=8\times10^4$ K, $Z=7e$, a mode mass of 24 u and a cubic cell of edge 0.39 nm. Find the model constants and $\chi(T)$, and judge Barrett's formula against the same mean-field model without the Gaussian restriction.}

\textbf{Solution.} The quantum is $\hbar\Omega=k_BT_1=6.894$ meV, and $J=m\Omega^2=27.29$ eV/nm$^2$. Dividing $C$ by $T_0$ removes $b$:
\begin{equation}
J-k=\frac{Z^2T_0}{v\varepsilon_0C}=6.73\ \text{eV/nm}^2,\qquad k=20.56\ \text{eV/nm}^2,\qquad \frac{J-k}J=0.247 .
\end{equation}
With $k_BT_0=(36/80)\times6.894=3.102$ meV,
\begin{equation}
b=\frac{J(J-k)}{3k_BT_0}=\frac{27.29\times6.73}{3\times0.003102}\approx1.97\times10^4\ \text{eV/nm}^4 .
\end{equation}
The zero-point amplitude at stiffness $J$ is $\sqrt{k_BT_1/2J}=11.2$ pm.

Here $T_1/T_0=2.22$, and the low-temperature denominator is $40-36=4$ K. Barrett's formula gives $\chi_B=80000/4=20000$.

For the comparison, let a force $F$ on one site with the full quartic potential produce the mean displacement $F/K_{\rm loc}$. In mean field $F=J\bar x+ZE$, so $\bar x(K_{\rm loc}-J)=ZE$, and $K_{\rm loc}$ replaces $K_0$ in (\ref{eq:chiG}). Numerical diagonalization of the site gives $K_{\rm loc}$; enlarging the basis from 120 to 160 states changes $K_{\rm loc}-J$ by about one part in $10^{12}$. This result, $\chi_{\rm MF}$, still neglects correlations between sites.

\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $\theta$ (K) & $\chi_B$ & $\chi_G$ & $\chi_{\rm MF}$\\
4 & 40.0 & 20000 & 22700 & 42300\\
20 & 41.5 & 14600 & 16900 & 27700\\
40 & 52.5 & 4840 & 6080 & 8140\\
80 & 86.6 & 1580 & 2280 & 2840\\
300 & 301.8 & 301 & 632 & 756
\end{tabular}
\end{center}

At 4 K, $s=0.137$, and $\chi_G/\chi_B=1.13$ respects (\ref{eq:bound}). Yet $\chi_{\rm MF}$ is 2.1 times $\chi_B$. The reason is a small difference of large stiffnesses. Barrett's $K-J$ is $0.247\times4/36=0.027$ of $J$; scaling by the inverse susceptibilities gives 0.024 for the Gaussian theory and 0.013 without the Gaussian restriction. A difference of about 1\% of $J$ in the site stiffness thus leaves $\chi_G$ at little more than half of $\chi_{\rm MF}$.

At 300 K, $s=2.05$ and $\chi_G$ is 2.1 times $\chi_B$. The upper edge of the Curie--Weiss window is $36/0.247\approx146$ K, less than twice $T_1$, so these parameters leave no wide window.

The threshold shifts as well. Without the Gaussian restriction the nonpolar state becomes unstable at low temperature when $T_1/T_0$ falls below 2.09, not 2. For $(J-k)/J=0.04$ and $0.02$ the values are 2.017 and 2.009, which approach 2 as the site softening becomes small. The classical mean-field Curie temperature, from the full Boltzmann weight, is $1.13\,T_0$ for the example. Measured against that temperature, the threshold is $2.095/1.128\approx1.86$. The factor two thus holds in the Gaussian theory and, without the restriction, only in the limit of small site softening. The mass factor that restores order is $(80/72)^2=1.23$ in the Gaussian theory and 1.13 without the restriction, the latter computed at 1 K.

\section*{(f) Correlations, fields and the real crystal}

\emph{Estimate how correlated fluctuations and a finite field change these results, and set the model beside the real crystal.}

\textbf{Solution.} Allow a Gaussian trial state with correlated sites. The quartic energy still depends only on the site variance $\sigma$, and at $\bar x=0$ its derivative $3b\sigma/2$ acts as an added stiffness $3b\sigma$. A mode of wave vector $\mathbf q$ then has stiffness $K-J_{\mathbf q}$, where $K=k+3b\sigma$ and $J_{\mathbf q}$ is the Fourier sum of $v_{ij}$. For nearest neighbours on a simple cubic lattice, $J_{\mathbf q}=J\gamma_{\mathbf q}$, with $\gamma_{\mathbf q}$ the mean of the three cosines of $q$ times the cell edge. At the instability $K=J$, and at $T=0$
\begin{equation}
\sigma=\frac{\hbar}{2\sqrt{mJ}}\Big\langle\frac1{\sqrt{1-\gamma_{\mathbf q}}}\Big\rangle_{\mathbf q}=1.115\,\frac{\hbar}{2\sqrt{mJ}} .
\end{equation}
The threshold for local stability becomes $T_1/T_0=2/1.115=1.79$. Correlated zero-point motion thus stabilizes the nonpolar state more strongly, and the Gaussian $\chi$ at 0 K is about 12000. The exclusion of polar states at finite $\bar x$ in (d) was derived for the product state. Its proof fails here very close to the threshold, because $|\sigma'|$ diverges logarithmically as $K\to J$. For the softness of the example, $h$ at $T=0$ nevertheless stays positive for all $\bar x\ne0$ at $T_1/T_0=1.80$, $1.82$ and $2.22$, and the heating argument of (d) extends this to all temperatures. The classical variance, an average of $1/(1-\gamma_{\mathbf q})$, grows by a factor 1.516 and lowers the classical instability to $T_0/1.516$. Relative to that lower temperature the threshold is $1.79\times1.516\approx2.7$. Both numbers refer to local stability: for the softness of the example, the classical correlated Gaussian state still has polar solutions 7\% above $T_0/1.516$, and they have the lower free energy up to about 8\% above it, so in this theory classical order sets in by a jump at a higher temperature. These factors hold for the assumed short-range coupling; dipolar forces will give others.

In a finite field, (\ref{eq:x}) gives $P/(\varepsilon_0E)=Z^2/(v\varepsilon_0h)$. At 4 K in the Gaussian theory it has dropped by 10\% at only 2.5 kV/cm, where $P=4.5\ \mu$C/cm$^2$. Without the Gaussian restriction the same drop needs only 0.9 kV/cm. One volt across 100 nm is 100 kV/cm, where both treatments give $P/(\varepsilon_0E)\approx3400$ at 4 K, so the zero-field formula cannot be used for such a film at low temperature. These field scales belong to the model: $b$ was inferred from the zero-field constants, not from nonlinear data on the crystal.

Strontium titanate has a relative permittivity of roughly 300 at room temperature and of order $10^4$ near 4 K, and (\ref{eq:B}) with the rough constants above reproduces both sizes. The site model from which (\ref{eq:B}) was derived does not do so equally well: with the same constants it gives 632 to 756 at 300 K. The size of this gap depends on the assumed $Z^2/m$: the Gaussian value is 419 for $Z=5e$ and 48 u, and 770 for $Z=8e$ and 19 u. Constants fitted to data are therefore effective ones, and $J$, $k$ and $b$ inferred from them are not reliable microscopic values. The real crystal departs from the product state; in the short-range estimate above, such a departure moves the low-temperature Gaussian $\chi$ by nearly a factor of two. It also has a three-component polar mode, rotations of the oxygen octahedra, coupling to strain and an electronic background; their effects are not computed here. The numerical output below lists most of the values used.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: T1 = 80 K, T0 = 36 K, C = 80000 K
Inputs: Z = 7 e, mass = 24 u, cell edge = 0.39 nm
T1/T0 = 2.2222; T1/2 - T0 = 4.00 K
Quantum hbar*Omega = 6.894 meV
Coupling J = 27.286 eV/nm^2
Site stiffness k = 20.560 eV/nm^2
Quartic constant b = 19720.8 eV/nm^4
Softness (J-k)/J = 0.2465
Zero-point rms at stiffness J = 11.24 pm
Susceptibilities: Barrett, Gaussian, exact mean field
T = 4 K: theta = 40.000 K, chi = 20000, 22690, 42316; s = 0.137
T = 20 K: theta = 41.493 K, chi = 14565, 16872, 27723; s = 0.163
T = 40 K: theta = 52.521 K, chi = 4842, 6083, 8145; s = 0.279
T = 80 K: theta = 86.558 K, chi = 1582, 2283, 2840; s = 0.549
T = 150 K: theta = 153.539 K, chi = 681, 1155, 1400; s = 1.027
T = 300 K: theta = 301.776 K, chi = 301, 632, 756; s = 2.054
SI grid check, exact mean field at 4 K: chi = 42316
Largest relative shift of chi_exact denominator, basis 120 to 160: 1.1e-12
Gaussian error ratio when b is halved: 3.695
Exact mean-field threshold T1/T0, softness 0.02: 2.0088
Same, softness 0.04: 2.0173
Same, softness of the example: 2.0946
Exact classical Curie temperature / T0, softness 0.02: 1.0129
Same, softness of the example: 1.1276
Threshold T1 / exact classical Curie temperature, example: 1.8576
Mass factor that restores order, Gaussian: 1.2346
Mass factor that restores order, exact mean field (1 K): 1.1256
Ordered test case T0/T1 = 0.8, softness 0.25: Tc/T1 = 0.6820
Scan, T1/T0 = 1.9, T/T1 = 0.02: mean displacement = 0.30 length units
Double well k/J = -0.5, T1/T0 = 2.02: mean displacement = 0.55 length units
Length unit sqrt(hbar/(m Omega)), example: 15.89 pm
Cubic lattice factor on zero-point variance: 1.1154
Cubic lattice factor on classical variance: 1.5164
Lattice threshold T1/T0 = 1.7931
Lattice Gaussian chi at 0 K: 11982
Field for 10% drop of P/(eps0 E) at 4 K: 2.494 kV/cm
Polarization at that field: 4.510 uC/cm^2
\end{verbatim}
